**Cell dipole versus Berry-phase polarization in a one-dimensional chain**

For a neutral, continuous, periodic charge density ρ(x) of period a, the program compares the cell dipole per length, P_cell(x0), with the polarization P = (ΣZX − 2x_w)/a. Here x0 is the cell origin, Z and X are the ion charges and positions, x_w is the Wannier centre of one doubly filled band, and u is the displacement of ion B. The program asserts that P_cell has slope ρ(x0), that its average over origins vanishes, and that its change equals ΔP minus the charge that crossed x0. It also asserts that the Berry-phase change agrees with the integrated microscopic current, and that P agrees with the end charges and dipole increment of finite chains solved on a real-space grid. For u = 0.2 Å, P_cell ranges from −0.393 to 0.504 e over 80 sampled origins, while ΔP is 0.0887 e. Chains with different terminations have right-end charges of 0.5887 e and −0.4113 e, one elementary charge apart. In a dilute chain, a cut through the void reproduces the Berry-phase value of 0.1768 e, although the average over origins is still zero.

## Check in Python

```python
"""
Result under test: for a neutral, continuous, periodic charge density rho(x),
the cell dipole per length
    P_cell(x0) = (1/a) * integral of x*rho(x) from x0 to x0+a
has slope rho(x0), averages to zero over the origin x0, and changes by
    (true polarization change) - (charge that crossed the boundary x0).
The true polarization is P = (sum of Z*X over ions - 2*x_w)/a, with x_w the
Wannier centre (Berry phase) of one doubly occupied band.

Symbols: a = period, A ion at 0, B ion at x_b = 2 angstrom + u, both of charge
+1 with a Gaussian charge profile; each carries a Gaussian potential well.
Units: eV, angstrom, elementary charge. Electron charge is -1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig_banded

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20   # eV angstrom^2
BOHR = const.value("Bohr radius") * 1e10                    # angstrom
DEPTH_A, DEPTH_B = 30.0, 15.0                               # eV
WELL_WIDTH, ION_WIDTH = 0.6, 0.3                            # angstrom
N_K = 200


def gaussian_charge(x):
    return np.exp(-x**2 / (2 * ION_WIDTH**2)) / (ION_WIDTH * np.sqrt(2 * np.pi))


def periodic_ion(x, centre, a):
    d = (x - centre + a / 2) % a - a / 2
    return sum(gaussian_charge(d + n * a) for n in (-1, 0, 1))


class Crystal:
    """Plane-wave solution of the periodic chain on a uniform k mesh."""

    def __init__(self, a, x_b):
        self.a, self.x_b = a, x_b
        n_max = int(round(3 * a))
        index = np.arange(-n_max, n_max + 1)
        b = 2 * np.pi / a
        self.g = b * index
        self.k = -b / 2 + b * np.arange(N_K) / N_K
        dg = b * (index[:, None] - index[None, :])
        shape = (WELL_WIDTH * np.sqrt(2 * np.pi) / a
                 * np.exp(-dg**2 * WELL_WIDTH**2 / 2))
        v_b = -DEPTH_B * shape * np.exp(-1j * dg * x_b)
        potential = -DEPTH_A * shape + v_b
        self.dh_du = -1j * dg * v_b
        self.q = self.k[:, None] + self.g[None, :]
        h = np.repeat(potential[None, :, :], N_K, axis=0)
        diag = np.arange(len(index))
        h[:, diag, diag] += 0.5 * HBAR2_OVER_M * self.q**2
        self.energy, self.vec = np.linalg.eigh(h)
        self.c = self.vec[:, :, 0]

    def gap(self):
        return self.energy[:, 1].min() - self.energy[:, 0].max()

    def wannier_centre(self):
        following = np.roll(self.c, -1, axis=0)
        closing = np.roll(self.c[0], -1)
        closing[-1] = 0.0
        following[-1] = closing
        overlaps = np.sum(self.c.conj() * following, axis=1)
        return -self.a / (2 * np.pi) * np.angle(np.prod(overlaps))

    def polarization(self):
        return (self.x_b - 2 * self.wannier_centre()) / self.a

    def density(self, x):
        waves = np.exp(1j * np.outer(self.g, x)) / np.sqrt(self.a)
        electrons = 2 * np.mean(np.abs(self.c @ waves)**2, axis=0)
        return (periodic_ion(x, 0.0, self.a)
                + periodic_ion(x, self.x_b, self.a) - electrons)

    def current(self, x):
        """Local charge current per unit velocity of ion B (adiabatic)."""
        force = np.einsum("gh,kh->kg", self.dh_du, self.c)
        element = np.einsum("kgm,kg->km", self.vec.conj(), force)[:, 1:]
        spacing = self.energy[:, 1:] - self.energy[:, :1]
        delta = np.einsum("kgm,km->kg", self.vec[:, :, 1:],
                          -1j * element / spacing**2)
        waves = np.exp(1j * np.outer(self.g, x)) / np.sqrt(self.a)
        psi, dpsi = self.c @ waves, (1j * self.q * self.c) @ waves
        first, dfirst = delta @ waves, (1j * self.q * delta) @ waves
        flow = HBAR2_OVER_M * np.imag(psi.conj() * dfirst + first.conj() * dpsi)
        return periodic_ion(x, self.x_b, self.a) - 2 * np.mean(flow, axis=0)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def cell_dipole(crystal, origins):
    """Direct quadrature of x*rho over one cell, divided by the period."""
    origins = np.atleast_1d(np.asarray(origins, dtype=float))
    x = origins[:, None] + crystal.a * (NODES[None, :] + 1) / 2
    rho = crystal.density(x.ravel()).reshape(x.shape)
    return (x * rho) @ WEIGHTS / 2


def finite_chain(n_cells, a, x_b, b_first):
    """Dipole, right-end charge and gap of a finite chain on a grid."""
    step = 0.08
    pos_a = a * np.arange(n_cells)
    pos_b = pos_a + x_b - (a if b_first else 0.0)
    low = min(pos_a[0], pos_b[0]) - 6.0
    high = max(pos_a[-1], pos_b[-1]) + 6.0
    x = np.arange(low, high, step)
    v = np.zeros_like(x)
    rho = np.zeros_like(x)
    for positions, depth in ((pos_a, DEPTH_A), (pos_b, DEPTH_B)):
        for p in positions:
            v -= depth * np.exp(-(x - p)**2 / (2 * WELL_WIDTH**2))
            rho += gaussian_charge(x - p)
    t = 0.5 * HBAR2_OVER_M / (12 * step**2)
    band = np.zeros((3, len(x)))
    band[0], band[1], band[2] = 30 * t + v, -16 * t, t
    e, states = eig_banded(band, lower=True, select="i",
                           select_range=(0, n_cells))
    rho -= 2 * np.sum(states[:, :n_cells]**2, axis=1) / step
    ramp = np.clip((x - (low + high) / 2 + a / 2) / a, 0, 1)
    return (step * np.sum(x * rho), step * np.sum(rho * ramp),
            e[n_cells] - e[n_cells - 1])


# ---- crystal before and after the displacement of ion B
a, u_final = 4.0, 0.2
start, final = Crystal(a, a / 2), Crystal(a, a / 2 + u_final)
assert start.gap() > 1.0 and final.gap() > 1.0
p_start, p_final = start.polarization(), final.polarization()
delta_p = p_final - p_start

origins = a * np.arange(80) / 80
dip_start, dip_final = cell_dipole(start, origins), cell_dipole(final, origins)
assert abs(dip_start.mean()) < 1e-6 and abs(dip_final.mean()) < 1e-6
assert np.ptp(dip_final) > 0.05

shown = np.array([-1.0, 0.0, 0.5, 1.0, 2.0])
eps = 1e-3
slope = (cell_dipole(final, shown + eps) - cell_dipole(final, shown - eps)) / (2 * eps)
rho_shown = final.density(shown)
assert np.max(np.abs(slope - rho_shown)) < 1e-4

# ---- integrated microscopic current during the displacement
u_nodes, u_weights = np.polynomial.legendre.leggauss(6)
crossed_shown = np.zeros(len(shown))
mean_flow = 0.0
for node, weight in zip(u_nodes, u_weights):
    step_crystal = Crystal(a, a / 2 + u_final * (node + 1) / 2)
    crossed_shown += weight * u_final / 2 * step_crystal.current(shown)
    mean_flow += weight * u_final / 2 * step_crystal.current(origins).mean()
assert abs(mean_flow - delta_p) < 1e-4
change_shown = cell_dipole(final, shown) - cell_dipole(start, shown)
assert np.max(np.abs(change_shown - (delta_p - crossed_shown))) < 1e-4

# ---- finite chains: no Bloch theorem, no Berry phase
d10, end_a, gap_a = finite_chain(10, a, final.x_b, False)
d11, _, _ = finite_chain(11, a, final.x_b, False)
_, end_b, gap_b = finite_chain(10, a, final.x_b, True)
_, end_start, gap_s = finite_chain(10, a, start.x_b, False)
assert min(gap_a, gap_b, gap_s) > 1.0
increment = (d11 - d10) / a
assert abs(end_a - p_final) < 1e-3
assert abs(increment - p_final) < 1e-3
assert abs(end_b - (p_final - 1)) < 1e-3
assert abs((end_a - end_start) - delta_p) < 1e-3

# ---- dilute chain: the cut through the void works, the average does not
dilute = Crystal(12.0, final.x_b)
void = -4.9
p_dilute = dilute.polarization()
dip_void = cell_dipole(dilute, void)[0]
rho_void = dilute.density(np.array([void]))[0]
flow_void = dilute.current(np.array([void]))[0]
avg_dilute = cell_dipole(dilute, 12.0 * np.arange(80) / 80).mean()
assert abs(rho_void) < 1e-4 and abs(flow_void) < 1e-4
assert abs(dip_void - p_dilute) < 1e-4
assert abs(avg_dilute) < 1e-6 and abs(p_dilute) > 0.01

print(f"period a = {a:.1f} angstrom; final displacement u = {u_final:.1f} angstrom")
print(f"well depths A, B = {DEPTH_A:.0f}, {DEPTH_B:.0f} eV; well width = {WELL_WIDTH} angstrom")
print(f"ion charge width = {ION_WIDTH} angstrom; k points = {N_K}")
print(f"band gap at u=0 and final u = {start.gap():.3f}, {final.gap():.3f} eV")
print("cell dipole per length P_cell(x0), in e:")
for i, x0 in enumerate(shown):
    before, after = cell_dipole(start, x0)[0], cell_dipole(final, x0)[0]
    print(f" x0={x0:5.1f} angstrom: u=0 {before:8.4f}, final {after:8.4f}, "
          f"change {change_shown[i]:8.4f}")
    print(f"   charge crossed x0 {crossed_shown[i]:8.4f} e, "
          f"final rho(x0) {rho_shown[i]:8.4f} e/angstrom, slope {slope[i]:8.4f}")
print(f"P_cell on 80 origins, final u: min {dip_final.min():.4f}, max {dip_final.max():.4f} e")
print(f"average over origins below 1e-6 e: u=0 {abs(dip_start.mean()) < 1e-6}, "
      f"final {abs(dip_final.mean()) < 1e-6}")
print(f"Wannier centre at u=0 = {start.wannier_centre() + 0.0:.4f} angstrom")
print(f"Wannier centre at final u = {final.wannier_centre():.4f} angstrom")
print(f"Berry-phase P at u=0 = {p_start:.4f} e")
print(f"Berry-phase P at final u = {p_final:.4f} e")
print(f"Berry-phase change of P = {delta_p:.4f} e")
print(f"ionic part of change = {u_final / a:.4f} e")
print(f"electronic part of change = {delta_p - u_final / a:.4f} e")
print(f"integrated cell-averaged current = {mean_flow:.4f} e")
print(f"dipole change per cell = {a * delta_p:.4f} e angstrom = {a * delta_p / BOHR:.4f} e bohr")
print(f"mean dynamical charge of B, a*dP/u = {a * delta_p / u_final:.4f} e")
print(f"10-cell chain, A first, u=0: right-end charge = {end_start:.4f} e")
print(f"10-cell chain, A first, final u: right-end charge = {end_a:.4f} e")
print(f"10-cell chain, B first, final u: right-end charge = {end_b:.4f} e")
print(f"dipole increment per added cell / a (A first, 10 to 11 cells) = {increment:.4f} e")
print(f"dilute chain: period = {dilute.a:.1f} angstrom, B at {dilute.x_b:.1f} angstrom")
print(f"dilute chain: Berry-phase P = {p_dilute:.4f} e")
print(f"dilute chain: P_cell cut in void at {void:.1f} angstrom = {dip_void:.4f} e")
print(f"dilute chain: average over origins below 1e-6 e: {abs(avg_dilute) < 1e-6}")
print("finished without a failed check")
```

It prints:

```
period a = 4.0 angstrom; final displacement u = 0.2 angstrom
well depths A, B = 30, 15 eV; well width = 0.6 angstrom
ion charge width = 0.3 angstrom; k points = 200
band gap at u=0 and final u = 9.022, 9.230 eV
cell dipole per length P_cell(x0), in e:
 x0= -1.0 angstrom: u=0   0.4250, final   0.4790, change   0.0540
   charge crossed x0   0.0347 e, final rho(x0)  -0.2446 e/angstrom, slope  -0.2446
 x0=  0.0 angstrom: u=0  -0.0000, final  -0.0095, change  -0.0095
   charge crossed x0   0.0982 e, final rho(x0)  -0.2856 e/angstrom, slope  -0.2856
 x0=  0.5 angstrom: u=0  -0.2242, final  -0.1973, change   0.0268
   charge crossed x0   0.0619 e, final rho(x0)  -0.4690 e/angstrom, slope  -0.4690
 x0=  1.0 angstrom: u=0  -0.4250, final  -0.3608, change   0.0641
   charge crossed x0   0.0246 e, final rho(x0)  -0.1621 e/angstrom, slope  -0.1621
 x0=  2.0 angstrom: u=0   0.0000, final  -0.1617, change  -0.1617
   charge crossed x0   0.2504 e, final rho(x0)   1.0377 e/angstrom, slope   1.0377
P_cell on 80 origins, final u: min -0.3933, max 0.5042 e
average over origins below 1e-6 e: u=0 True, final True
Wannier centre at u=0 = 0.0000 angstrom
Wannier centre at final u = -0.0774 angstrom
Berry-phase P at u=0 = 0.5000 e
Berry-phase P at final u = 0.5887 e
Berry-phase change of P = 0.0887 e
ionic part of change = 0.0500 e
electronic part of change = 0.0387 e
integrated cell-averaged current = 0.0887 e
dipole change per cell = 0.3548 e angstrom = 0.6704 e bohr
mean dynamical charge of B, a*dP/u = 1.7739 e
10-cell chain, A first, u=0: right-end charge = 0.5000 e
10-cell chain, A first, final u: right-end charge = 0.5887 e
10-cell chain, B first, final u: right-end charge = -0.4113 e
dipole increment per added cell / a (A first, 10 to 11 cells) = 0.5887 e
dilute chain: period = 12.0 angstrom, B at 2.2 angstrom
dilute chain: Berry-phase P = 0.1768 e
dilute chain: P_cell cut in void at -4.9 angstrom = 0.1768 e
dilute chain: average over origins below 1e-6 e: True
finished without a failed check
```
